# What one chlorine resonance reveals about bonding in titanium tetrachloride

## Problem

Solid titanium tetrachloride has chlorine-35 nuclear quadrupole resonance near 6 MHz. A chlorine atom with one hole in its 3p shell would resonate near 55 MHz, a rough value. If the field gradient comes mainly from the chlorine 3p electrons, the lower frequency shows that this shell in the molecule is much closer to spherical.

Two electron transfers can cause this. The Ti-Cl sigma bond can be polarized towards chlorine, which fills the hole along the bond. The filled chlorine pi orbitals can also donate to empty titanium orbitals, which removes charge from across the bond. The first transfer makes chlorine more negative and the second makes it less negative.

Use the Townes-Dailey model, which assigns the electric field gradient at the nucleus to unequal populations of the valence p orbitals, to answer these questions.

1. Which combination of sigma ionicity and pi donation does a frequency of 6.0 MHz determine?
2. What range of ionicities and titanium charges is compatible with it?
3. Does the chlorine-37 line help, and what other information would?
4. How far do the neglected effects move the answer?

Take z along the Ti-Cl bond. Let $i$ be the population gained by the chlorine sigma orbital relative to an equally shared pair, so that $i=0$ is covalent and $i=1$ is fully ionic. Let $p$ be the total population given away by the two chlorine pi orbitals together. Both are counted in electrons per chlorine.

## First estimate by scaling

Suppose that the sigma bond alone changes. With $i=0$ there is one hole in $3p_z$ and the frequency is 55 MHz. With $i=1$ the shell is closed and the frequency is zero. If the frequency is proportional to the remaining hole,

$$1-i\approx\frac{6.0}{55}=0.109,\qquad i\approx0.89 .$$

Each chlorine then carries charge $-0.89e$, and neutrality gives titanium a charge of about $+3.56e$. This describes a nearly ionic molecule. The estimate has assumed that the pi orbitals remain full and that the missing population lies along the bond. Both assumptions must be examined.

## Solution within the model

### From populations to the field gradient

An electron at position $\mathbf r$ relative to the nucleus contributes

$$V_{zz}=-\frac{e}{4\pi\varepsilon_0}\frac{3\cos^2\theta-1}{r^3}.$$

The minus sign is that of the electron charge. For a $p_z$ orbital the angular density is $(3/4\pi)\cos^2\theta$, so

$$\langle\cos^2\theta\rangle=\frac32\int_{-1}^{1}x^4\,dx=\frac35,\qquad
\langle3\cos^2\theta-1\rangle=\frac95-1=\frac45 .$$

Equal populations of $p_x$, $p_y$ and $p_z$ form a spherical density, whose field gradient vanishes. The $p_x$ and $p_y$ orbitals are equivalent about z, so each must contribute $-2/5$.

Let $N_x,N_y,N_z$ be the 3p populations, and let all three orbitals have the same $\langle r^{-3}\rangle$. Filled inner shells are taken as spherical. Then

$$V_{zz}=-\frac{e}{4\pi\varepsilon_0}\langle r^{-3}\rangle\frac45
\left[N_z-\frac{N_x+N_y}{2}\right].$$

The quadrupole moment $Q$ of chlorine-35 is negative. Multiplication by $eQ/h$ therefore cancels the minus sign:

$$C\equiv\frac{eQV_{zz}}{h}=C_p\left[N_z-\frac{N_x+N_y}{2}\right],\qquad
C_p=\frac45\frac{e^2|Q|\langle r^{-3}\rangle}{4\pi\varepsilon_0h}.$$

Here $C_p$ is the coupling of one $3p_z$ electron. Its rough value is 110 MHz.

### Populations in the bond

The sigma bond holds two electrons. Neglecting overlap between the atoms, a covalent pair puts one electron on chlorine and a polarized pair puts $1+i$ there. If the chlorine sigma orbital is pure $3p_z$, then $N_z=1+i$.

The pi orbitals start with four electrons and give away $p$, so $N_x+N_y=4-p$. In an isolated tetrahedral molecule the bond is a threefold axis, so $N_x=N_y$. Substitution gives

$$C=C_p\left[1+i-\frac{4-p}{2}\right]
=-C_p\left(1-i-\frac p2\right).$$

One unit of $i$ changes the bracket by one electron along z. One unit of $p$ is removed from across z, where each electron has half the weight and the opposite sign. The two transfers thus change the field gradient in the same direction.

They have opposite effects on charge. With the two electrons of the chlorine 3s lone pair, the valence population is

$$2+(1+i)+(4-p)=7+i-p .$$

Neutral chlorine has seven valence electrons. Its charge in the molecule is therefore $-(i-p)e$, and four equivalent chlorines require the titanium charge, in units of $e$, to be

$$Z=4(i-p).$$

### From the field gradient to the frequency

Chlorine-35 has spin $I=3/2$. With $C_{ab}=eQV_{ab}/h$, its quadrupole Hamiltonian is

$$\frac Hh=\frac16\sum_{ab}C_{ab}I_aI_b .$$

Keep a possible asymmetry $\eta=|C_{xx}-C_{yy}|/|C_{zz}|$ for later use. Naming the transverse axes suitably, and using the zero trace of the tensor, one has $C_{xx}=-C(1-\eta)/2$ and $C_{yy}=-C(1+\eta)/2$. Hence

$$\frac Hh=\frac C{12}\left[3I_z^2-I^2+\eta(I_x^2-I_y^2)\right].$$

The asymmetry term couples $m=3/2$ to $m=-1/2$. Since $I_x^2-I_y^2=(I_+^2+I_-^2)/2$ and $\langle3/2|I_+^2|-1/2\rangle=2\sqrt3$, the corresponding block is

$$\frac C{12}\begin{pmatrix}3&\sqrt3\,\eta\\ \sqrt3\,\eta&-3\end{pmatrix}.$$

Its eigenvalues are $\pm(C/4)\sqrt{1+\eta^2/3}$. The block of $m=-3/2$ and $m=1/2$ has the same eigenvalues, so there are two doublets and one transition frequency,

$$\nu=\frac{|C|}{2}\sqrt{1+\frac{\eta^2}{3}} .$$

For the axial molecule $\eta=0$, and

$$\boxed{\nu=\frac{C_p}{2}\left|1-i-\frac p2\right|.}$$

Reversing the sign of $C$ exchanges the doublets but leaves their separation unchanged. This is the origin of the absolute value.

### The two lines of solutions

Define $u=2\nu/C_p=12/110=0.109$ and $S=i+p/2$. The frequency allows

$$S_-=1-u=0.891\quad(C<0),\qquad
S_+=1+u=1.109\quad(C>0).$$

For $C<0$ there is a small population deficit along the bond. For $C>0$ the deficit is across it.

For either sign, $i=S-p/2$ and

$$Z=4\left(S-\frac p2-p\right)=4S-6p .$$

An increase of $p$ by 0.2, compensated by a decrease of $i$ by 0.1, leaves the frequency unchanged and lowers $Z$ by 1.2. Four solutions show the consequence:

| State | $i$ | $p$ | $Z$ | $C$ (MHz) |
|---|---:|---:|---:|---:|
| A | 0.891 | 0 | 3.56 | -12 |
| B | 0.741 | 0.300 | 1.76 | -12 |
| C | 0.641 | 0.500 | 0.56 | -12 |
| D | 0.859 | 0.500 | 1.44 | +12 |

In a separate numerical test, each state's density matrix was integrated over angle and the nuclear Hamiltonian was diagonalized. All four gave 6.0000 MHz. States C and D have the same pi donation and differ in the sign of the coupling.

### The allowed range

Take $0\le i\le1$ and $p\ge0$, and assume that chlorine is not positive, so that $i\ge p$. The last condition is a physical assumption about a chloride of titanium. The resonance does not supply it.

On the first line $p=2(S_--i)$. The condition $p\ge0$ gives $i\le S_-$. The condition $i\ge p$ gives $3i\ge2S_-$. Therefore

$$\frac23(1-u)\le i\le1-u,\qquad 0.594\le i\le0.891 .$$

The titanium charge runs from 0 to $3.56e$.

On the second line $S_+$ exceeds one, so the upper limit is $i=1$. There $p=2u=0.218$: some pi donation is required. The lower limit again follows from $3i\ge2S_+$, giving

$$\frac23(1+u)\le i\le1,\qquad 0.739\le i\le1 .$$

Here the titanium charge runs from 0 to $4(1-2u)=3.13$. The two intervals overlap. If the sign of $C$ is unknown, the frequency permits every ionicity from 0.594 to 1.

### Two limiting frequencies

At zero frequency $u=0$ and both lines become $i+p/2=1$. One end is the chloride ion, with $i=1$ and $p=0$. The other is neutral chlorine with $i=p=2/3$. Its three 3p populations are then all $5/3$, so five electrons are spread evenly over three orbitals. For the pure $3p_z$ sigma orbital assumed here, a vanishing field gradient means a spherical valence shell. It does not by itself mean a closed one.

At the atomic frequency $u=1$, so $S_-=0$. Since $i$ and $p$ cannot be negative, both must vanish. The second line is absent, because $i\le1$ and $p\le i$ limit $S$ to $3/2$. It can occur only for $u\le1/2$, or $\nu\le27.5$ MHz with the present $C_p$. The ambiguity is therefore small close to the atomic limit and large at 6 MHz.

### Chlorine-37 and a known charge

Replacing chlorine-35 by chlorine-37 leaves the electron populations unchanged at this level of description. It multiplies the frequency by the ratio of the quadrupole moments, roughly 0.79:

$$\nu_{37}=0.79\times6.0=4.74\ \text{MHz}.$$

All four states predict this value. For $C<0$, a small change of the populations gives

$$d\nu_{35}=-\frac{C_p}{2}\left(di+\frac{dp}{2}\right),\qquad
d\nu_{37}=0.79\,d\nu_{35}.$$

Both changes vanish along $di=-dp/2$. For $C>0$ both signs reverse, with the same result. The second isotope repeats the first equation.

A chlorine charge known from another source would add an independent equation. Write it as $-de$, where $d=i-p$. Subtracting this from $S=i+p/2$ gives $S-d=3p/2$, and hence

$$p=\frac23(S-d),\qquad i=d+p=\frac{2S+d}{3}.$$

For the titanium charge of state B, $1.764e$, one has $d=0.441$. The line $C<0$ gives state B, with $i=0.741$ and $p=0.300$. The line $C>0$ gives $i=0.886$ and $p=0.445$. For this charge the sign of the coupling is still needed to choose between them. Only for $d>1-2u=0.782$ would the line $C>0$ require $i>1$ and drop out.

The supplied charge must also use the same division of electrons between atoms as $i$ and $p$. An error of 0.1 in $d$ moves $i$ by 0.033 and $p$ by 0.067 in the opposite direction, at fixed $S$.

## Comparison with the first estimate

The scaling estimate coincides with state A. It is correct within the model if pi donation is absent and the coupling is negative. The frequency establishes neither condition.

At state C, with the same frequency and the same sign, the ionicity is 0.641 instead of 0.891. The titanium charge is $0.56e$ instead of $3.56e$, so the estimate is too large by a factor of about six. The charge suffers more than the ionicity because pi donation lowers $Z$ directly and also lowers the $i$ needed to match the frequency.

A more precise frequency does not cure this. At fixed $p$, a change of 0.1 MHz moves $i$ by 0.0018. The allowed interval of $i$ on the first line alone is 0.297 wide. The uncertainty comes from a missing equation, not from the width of the resonance.

The same reasoning applies to a comparison of two chlorides. On the line $C<0$, a lower frequency can mean a more ionic sigma bond or stronger pi donation. On the line $C>0$, either change raises the frequency. Within the model, a frequency shift can be read as a change of ionicity if the coupling sign is known and $p$ and $C_p$ are the same in both compounds. For real compounds, the effects estimated in the next section, such as hybridization and the ionic field, must also be the same or be corrected for.

## Effects outside the model

The following estimates start from state B, hold $p=0.300$ and $\nu=6.0$ MHz fixed, and take $C<0$. The unmodified value is $i=0.741$.

**Hybridization.** Let the chlorine sigma hybrid have an s fraction $s$. Its lone-pair partner, with two electrons, then has a $p_z$ fraction $s$. Thus

$$N_z=(1-s)(1+i)+2s=1+i+s(1-i),$$

and the bracket in the frequency becomes $(1-s)(1-i)-p/2$. The illustrative choice $s=0.15$ gives

$$i=1-\frac{0.109+0.150}{0.85}=0.695 .$$

The shift is $-0.046$. It adds an unknown and leaves the number of equations unchanged.

**Orbital expansion.** Negative chlorine has more diffuse 3p orbitals and a smaller $\langle r^{-3}\rangle$. Dividing $C_p$ by $1+0.15(i-p)$, with 0.15 as an illustrative coefficient, gives $i=0.734$.

**Libration.** Molecules in the solid swing about their mean orientations. A bond tilted by a fixed angle $\alpha$, and averaged around its mean direction, has its coupling multiplied by $(3\cos^2\alpha-1)/2$. For $\alpha=5^\circ$ the factor is 0.989. The rigid coupling must then be slightly larger than 12 MHz, and $i=0.740$.

**Unequal pi donation.** A crystal can remove the threefold symmetry of a chlorine site. The tensor formula gives $C_{xx}-C_{yy}=\frac32C_p(N_x-N_y)$, so

$$\eta=\frac{3}{2}\frac{|N_x-N_y|}{u}.$$

A difference of 0.020 electrons gives $\eta=0.275$, because $u$ is small. At unchanged $C_{zz}$ the frequency rises from 6.000 to 6.075 MHz, or by 1.3%. If unequal pi donation were the only source of asymmetry, measuring $\eta$ would determine the size of the difference between the two pi populations, not their sum. Charges on neighbouring molecules can also contribute to $\eta$.

**The field of the other ions.** Let the bond length be $R$. Titanium has charge $Ze$, and each of the other three chlorines has $-Ze/4$. Those chlorines lie at distance $R\sqrt{8/3}$ from the nucleus considered. Their displacement along the bond is $4R/3$, so $\cos^2\theta=2/3$ and $3\cos^2\theta-1=1$. Their combined field gradient with titanium is

$$V_{zz}^{\rm ion}=\frac{Ze}{4\pi\varepsilon_0R^3}
\left[2-\frac34\left(\frac38\right)^{3/2}\right].$$

For a rough bond length of 0.22 nm and a rough moment of $-0.082$ barn, this contributes 0.49 MHz per unit of $Z$ to the size of the coupling. At state B it amounts to 0.86 MHz, compared with the total of 12 MHz. Including it and solving again gives $i=0.749$.

This bare value omits the distortion of the chlorine electrons by the surrounding charges, which can amplify the field gradient at the nucleus. Let the amplification be $g$. For $C<0$ the frequency condition becomes

$$110\left(1-i-\frac p2\right)+0.490\,g\,4(i-p)=12,$$

with all terms in MHz. The illustrative value $g=10$ gives $i=0.837$ at $p=0.300$ and $i=0.671$ at $p=0.500$. The solutions still form a line, but its slope and position have changed. At $p=0$ the equation would require $i=1.084$, which is not allowed. That exclusion follows from the assumed $g$, not from the resonance alone.

At the charge of state B, an amplification of 13.9 would make the ionic term as large as the entire observed coupling. For a free chloride ion in a distant field the factor is of the order of several tens. It cannot simply be transferred to a bonded chlorine, because part of the distortion is already described by $i$ and $p$. For the parameters chosen here, the amplified ionic field gives the largest shift of $i$ at $p=0.300$ among the effects estimated in this section.

## The real compound

Titanium tetrachloride is a volatile liquid at room temperature and is used as a precursor for titanium-containing films. The resonance discussed here belongs to its frozen solid. The 6.0 MHz frequency, the 110 MHz coupling and the 0.22 nm bond length are rough values for this case. The populations in the table are model solutions, not measured charges.

The isolated-molecule assumption is broken by the crystal. Inequivalent chlorine sites can give several nearby lines, but each site has its own $i$ and $p$, so their number does not remove the ambiguity. Among the effects sized above, hybridization moves $i$ by about 0.05 and an amplified ionic field by about 0.10 for the chosen parameters. If the valence populations dominate the field gradient, the frequency supports the statement that the chlorine 3p shell is nearly spherical. An amplified ionic field weakens this conclusion, because it can offset a larger population deficit across the bond. For $C>0$ and $g=10$ the imbalance can reach 0.21 electrons instead of 0.109. For $C<0$ it can exceed 0.109 once $g$ is larger than about 16, where the ionic term outweighs a valence term of the opposite sign. In either case the frequency alone does not fix the titanium charge in the precursor. The numerical output lists the four states, the allowed ranges and the estimated corrections.

## Numbers as computed

```
Input 35Cl frequency: 6.0 MHz
Rough one-p-electron coupling C_p: 110 MHz
Frequency for one full p_z hole: 55.0 MHz
Coupling magnitude: 12.0 MHz
Population imbalance u: 0.1091 electrons
S for negative coupling: 0.8909 electrons
S for positive coupling: 1.1091 electrons
Rough 37Cl/35Cl moment ratio: 0.79 (no unit)
Solutions: i, p (electrons); Z (e); coupling, nu35, nu37 (MHz)
A: 0.8909, 0.0000, 3.5636, -12.0000, 6.0000, 4.7400
B: 0.7409, 0.3000, 1.7636, -12.0000, 6.0000, 4.7400
C: 0.6409, 0.5000, 0.5636, -12.0000, 6.0000, 4.7400
D: 0.8591, 0.5000, 1.4364, 12.0000, 6.0000, 4.7400
Allowed i, negative coupling: 0.5939 to 0.8909
Allowed Ti charge, negative coupling: 0 to 3.5636 e
Allowed i, positive coupling: 0.7394 to 1.0000
Allowed Ti charge, positive coupling: 0 to 3.1273 e
Sensitivity rank, two isotopes: 1
Sensitivity rank, frequency plus charge: 2
Change in i for 0.1 MHz at fixed p: 0.0018
Reference i at p=0.3: 0.7409 electrons
Hybrid s fraction: 0.15; i at p=0.3: 0.6952
Expansion coefficient: 0.15 per e
With expansion, i at p=0.3: 0.7338 electrons
Libration tilt: 5.0 degrees
Libration frequency factor: 0.9886 (no unit)
With libration, i at p=0.3: 0.7397 electrons
Pi population difference: 0.020 electrons
Asymmetry eta: 0.2750; frequency: 6.0752 MHz
Rough 35Cl quadrupole moment: -0.082 barn
Rough Ti-Cl distance: 0.22 nm
Ionic coupling size per Ti charge: 0.4901 MHz/e
Bare ionic coupling size at solution B: 0.8643 MHz
Amplification matching full coupling at B: 13.88
With bare ionic field, i at p=0.3: 0.7489 electrons
Illustrative ionic amplification: 10 (no unit)
With amplified field, i at p=0.3: 0.8365 electrons
With amplified field, i at p=0.5: 0.6715 electrons
With amplified field, i at p=0: 1.0841 (not allowed)
```
